# Coupling of an External Electron to Surface Phonons of a Polar Half-Space, part 1

(Sections cited here and not found follow in the second part.)

## First half: one polar resonance

**Q:** I have been told that the squared coupling of an outside electron to the surface phonons of a polar insulator scales with $1/(\epsilon_\infty+1)-1/(\epsilon_0+1)$. I doubt it. The electron sits in vacuum and never enters the insulator. Why should two permittivities of the solid appear, why is one added to each, and what is held fixed when the coupling "scales"?

**A:** Let me fix the model first. The solid fills $z<0$ and vacuum fills $z>0$. The electron has charge $-e$, with $e>0$, and stays at $z>0$. The solid is isotropic, its response is local, its lattice is harmonic and its face is flat and sharp. I use SI units, write $\varepsilon_v$ for the vacuum permittivity, and treat the electric field as electrostatic, $\mathbf E=-\nabla\varphi$. That last step requires in-plane wavevectors much larger than $\omega/c$.

Let $\mathbf w$ be the optical displacement of the lattice, scaled so that its kinetic energy per volume is $\tfrac12\dot{\mathbf w}^2$. With one polar resonance,

$$\ddot{\mathbf w}=-\omega_T^2\mathbf w+\gamma\mathbf E,\qquad \mathbf P=\gamma\mathbf w+\varepsilon_v(\epsilon_\infty-1)\mathbf E .$$

The first term of $\mathbf P$ is the polarization that accompanies a displacement of the lattice, including that of electrons moved by the ions. The second is the response of the electrons to the field with the ions held still, and it is taken to follow the field at once. This is justified when phonon energies lie far below the electronic gap.

**Q:** What do $\gamma$ and $\epsilon_\infty$ have to do with measurable permittivities?

**A:** Take fields varying as $e^{-i\omega t}$. The first equation gives $\mathbf w=\gamma\mathbf E/(\omega_T^2-\omega^2)$. Insert this into $\mathbf D=\varepsilon_v\mathbf E+\mathbf P=\varepsilon_v\epsilon(\omega)\mathbf E$:

$$\epsilon(\omega)=\epsilon_\infty+\frac{\gamma^2}{\varepsilon_v(\omega_T^2-\omega^2)} .$$

Far above the resonance this tends to $\epsilon_\infty$, the electronic permittivity. At $\omega=0$ it is the static value $\epsilon_0$, so

$$\gamma^2=\varepsilon_v(\epsilon_0-\epsilon_\infty)\,\omega_T^2 .$$

The difference $S=\epsilon_0-\epsilon_\infty$ is the strength of the resonance. It measures how much the lattice adds to the screening.

**Q:** You used the same $\gamma$ in the force and in the polarization. Is that a choice?

**A:** It follows from having an energy. Let $\epsilon_b$ be $\epsilon_\infty$ inside and 1 outside, and let $\rho$ be the external charge density. Take the Lagrangian

$$L=\int\!\Big[\tfrac12\dot{\mathbf w}^2-\tfrac12\omega_T^2\mathbf w^2+\gamma\mathbf w\cdot\mathbf E+\tfrac12\varepsilon_v\epsilon_b\mathbf E^2-\rho\varphi\Big]dV .$$

Varying $\mathbf w$ gives the equation of motion. Varying $\varphi$ gives Gauss's law, $\nabla\cdot\mathbf D=\rho$ with $\mathbf D=\varepsilon_v\epsilon_b\mathbf E+\gamma\mathbf w$. One term, $\gamma\mathbf w\cdot\mathbf E$, produces both the force and the ionic polarization.

The potential has no dynamics of its own, so it can be eliminated. Partial integration gives

$$\int\mathbf D\cdot\mathbf E\,dV=-\int\mathbf D\cdot\nabla\varphi\,dV=\int\rho\varphi\,dV .$$

Therefore $\int\gamma\mathbf w\cdot\mathbf E\,dV=\int\rho\varphi\,dV-\int\varepsilon_v\epsilon_b\mathbf E^2dV$. Put this into $L$. The terms in $\rho\varphi$ cancel, and the potential energy, which is minus the part of $L$ without time derivatives, becomes

$$V=\tfrac12\int\omega_T^2\mathbf w^2\,dV+\tfrac12\int\varepsilon_v\epsilon_b\mathbf E^2\,dV .$$

Both terms are positive, as they should be for a stable lattice.

**Q:** Where in this is the interaction with the electron?

**A:** Gauss's law is linear, so $\mathbf E=\mathbf E_w+\mathbf E_e$. The first part is produced by the lattice displacement, the second by the electron, and each is screened by the electronic background $\epsilon_b$. The square of the field then has three parts. The part with $\mathbf E_e^2$ does not contain the lattice; it holds the electron's self-energy and its attraction to the electronic polarization. The part with $\mathbf E_w^2$ belongs to the free lattice. The cross term is the interaction:

$$V_{int}=\int\varepsilon_v\epsilon_b\mathbf E_e\cdot\mathbf E_w\,dV .$$

It can be written in two ways. Put $\mathbf E_w=-\nabla\varphi_w$, integrate by parts and use $\nabla\cdot(\varepsilon_v\epsilon_b\mathbf E_e)=\rho$. This gives $V_{int}=\int\rho\varphi_w\,dV=-e\varphi_w(\mathbf r_e)$. Or put $\mathbf E_e=-\nabla\varphi_e$ and use $\nabla\cdot(\varepsilon_v\epsilon_b\mathbf E_w)=-\nabla\cdot(\gamma\mathbf w)$. Two partial integrations then give $V_{int}=-\int\gamma\mathbf w\cdot\mathbf E_e\,dV$. The first form is convenient for computing the coupling, the second for finding which vibrations couple at all.

**Q:** That is my next objection. The solid has a great many bulk vibrations. Why may I ignore them?

**A:** Use the second form. The electron is outside, so its potential inside the solid obeys Laplace's equation and must vanish at great depth. With $\mathbf r$ and $\mathbf q$ denoting position and wavevector in the plane, it is a sum of terms proportional to

$$\psi_q=e^{i\mathbf q\cdot\mathbf r+qz}\qquad(z<0).$$

So $\mathbf E_e$ inside is a sum of gradients $\nabla\psi_q$, and a displacement pattern orthogonal to all of them has $V_{int}=0$. The single value $q=0$ carries no weight in the limit of a large area.

**Q:** Orthogonal at one moment, perhaps. Could such a pattern not turn into a coupled one later?

**A:** It could if $\nabla\psi_q$ were not itself a normal mode. Let us see whether it is. Set $\mathbf w=b\nabla\psi_q$. Its divergence is $b\nabla^2\psi_q=b(-q^2+q^2)\psi_q=0$, so it has no bulk charge. What remains is charge on the face. The potential therefore obeys Laplace's equation on both sides:

$$\varphi_w=f\,e^{i\mathbf q\cdot\mathbf r-q|z|} .$$

Leave out the common factor $e^{i\mathbf q\cdot\mathbf r}$. Just above the face $E_z=-\partial_z\varphi_w=qf$, and just below it $E_z=-qf$. The displacement there has $w_z=bq$. Continuity of $D_z$ requires

$$\varepsilon_vqf=-\varepsilon_v\epsilon_\infty qf+\gamma bq\quad\Rightarrow\quad f=\frac{\gamma b}{\varepsilon_v(\epsilon_\infty+1)} .$$

This is where the added one comes from. The face charge sends field into the solid, with permittivity $\epsilon_\infty$, and into the vacuum, with permittivity 1, and the two enter as a sum.

Inside, $\mathbf E_w=-f\nabla\psi_q=-\gamma\mathbf w/[\varepsilon_v(\epsilon_\infty+1)]$. The field is opposite to the displacement and proportional to it everywhere, with the same factor, so the pattern keeps its shape and its restoring force grows. The equation of motion becomes $\ddot{\mathbf w}=-\omega_S^2\mathbf w$ with

$$\omega_S^2=\omega_T^2+\frac{\gamma^2}{\varepsilon_v(\epsilon_\infty+1)}
=\omega_T^2\Big[1+\frac{\epsilon_0-\epsilon_\infty}{\epsilon_\infty+1}\Big]
=\omega_T^2\,\frac{\epsilon_0+1}{\epsilon_\infty+1} .$$

Because the free lattice energy is a quadratic form, the force operator is symmetric. A symmetric operator that maps $\nabla\psi_q$ onto a multiple of itself also keeps everything orthogonal to it orthogonal. The bulk vibrations stay silent in this model.

**Q:** Is $\omega_S$ the frequency at which $\epsilon=-1$?

**A:** Yes. From the last line, $\omega_S^2-\omega_T^2=\omega_T^2(\epsilon_0-\epsilon_\infty)/(\epsilon_\infty+1)$. Hence

$$\epsilon(\omega_S)=\epsilon_\infty-\frac{(\epsilon_0-\epsilon_\infty)\omega_T^2}{\omega_S^2-\omega_T^2}=\epsilon_\infty-(\epsilon_\infty+1)=-1 .$$

**Q:** So far everything is classical. How large is the displacement of one quantum?

**A:** That needs the norm of the pattern. The in-plane and the vertical parts of $\nabla\psi_q$ each contribute $q^2e^{2qz}$ to its square, so over a face of area $A$

$$\int|\nabla\psi_q|^2dV=A\int_{-\infty}^0 2q^2e^{2qz}dz=Aq .$$

Write $\mathbf w=\sum_q Q_q\nabla\psi_q/\sqrt{Aq}$. The displacement is real and $\nabla\psi_q^*=\nabla\psi_{-q}$, so $Q_{-q}=Q_q^\dagger$. The Lagrangian of these modes is $\tfrac12\sum_q(\dot Q_q\dot Q_{-q}-\omega_S^2Q_qQ_{-q})$. The momentum conjugate to $Q_q$ is $\Pi_q=\dot Q_{-q}$, since the pair $\mathbf q,-\mathbf q$ occurs twice in the sum. Now set

$$Q_q=\sqrt{\frac{\hbar}{2\omega_S}}\,(a_q+a_{-q}^\dagger),\qquad \Pi_q=-i\omega_S\sqrt{\frac{\hbar}{2\omega_S}}\,(a_{-q}-a_q^\dagger).$$

The commutator is $[Q_q,\Pi_q]=-\tfrac{i\hbar}{2}\big([a_{-q}^\dagger,a_{-q}]-[a_q,a_q^\dagger]\big)=-\tfrac{i\hbar}{2}(-1-1)=i\hbar$, as required.

**Q:** Then give me the coupling, with its factors.

**A:** Use $V_{int}=-e\varphi_w$ at the electron's position. The amplitude $b$ of each pattern is now $Q_q/\sqrt{Aq}$, so

$$V_{int}=\sum_qM_q\,e^{i\mathbf q\cdot\mathbf r-qz}(a_q+a_{-q}^\dagger),\qquad
M_q=-\frac{e\gamma}{\varepsilon_v(\epsilon_\infty+1)}\sqrt{\frac{\hbar}{2\omega_SAq}} .$$

The minus sign is the electron's charge; it drops out of the square. Insert $\gamma^2$:

$$|M_q|^2=\frac{e^2\hbar}{2\varepsilon_vAq}\,\frac{(\epsilon_0-\epsilon_\infty)\,\omega_T^2}{(\epsilon_\infty+1)^2\,\omega_S} .$$

Next replace $\omega_T^2$ by $\omega_S^2(\epsilon_\infty+1)/(\epsilon_0+1)$. One factor $\epsilon_\infty+1$ cancels, and

$$|M_q|^2=\frac{e^2\hbar\omega_S}{2\varepsilon_vAq}\,C,\qquad
C=\frac{\epsilon_0-\epsilon_\infty}{(\epsilon_\infty+1)(\epsilon_0+1)}=\frac1{\epsilon_\infty+1}-\frac1{\epsilon_0+1} .$$

The last equality holds because $\epsilon_0-\epsilon_\infty=(\epsilon_0+1)-(\epsilon_\infty+1)$. At height $z$ the squared coupling carries the further factor $e^{-2qz}$.

**Q:** There is still $\omega_S$ in front, and you have just shown that it depends on both permittivities. Does that not spoil the claim?

**A:** It limits it. The squared coupling is proportional to $C$ if $\omega_S$ is held fixed. If $\omega_T$ is held fixed instead, then

$$|M_q|^2\propto\omega_T\sqrt{\frac{\epsilon_0+1}{\epsilon_\infty+1}}\;C .$$

The quantity proportional to $C$ without such a condition is $|M_q|^2/\hbar\omega_S$.

This can be tested on a lattice that is not told about surface patterns. Divide a slab of depth $8/q$ into 120 layers, ground it at the bottom, let the displacement in every layer move freely, and diagonalize. Use units in which $e$, $\hbar$, $\varepsilon_v$, $A$ and $q$ are 1, so that the formula predicts $|M|^2/C=\omega_S/2$. For $(\epsilon_\infty,\epsilon_0)=(2,3)$, $(2,12)$ and $(5,20)$ with $\omega_S=1$, the slab gives 0.5000 each time. With $\omega_T=1$ it gives 0.5774, 1.0408 and 0.9354. The second value, for instance, is $\tfrac12\sqrt{13/3}$.

**Q:** What happens at the extremes?

**A:** If the lattice is hardly polar, $\epsilon_0\to\epsilon_\infty$ and $C\to(\epsilon_0-\epsilon_\infty)/(\epsilon_\infty+1)^2$, which vanishes as it must. If the lattice is very polarizable, $\epsilon_0\to\infty$ and $C$ saturates at $1/(\epsilon_\infty+1)$. At fixed $\omega_T$ the squared coupling still grows in that limit, as $\sqrt{\epsilon_0}$, because the surface frequency rises.

**Q:** In interconnect insulators one wants a low static permittivity. Does a lower $\epsilon_0$ mean a weaker coupling?

**A:** It depends on how $\epsilon_0$ is lowered. Write $C$ in terms of the lattice strength:

$$C=\frac{S}{(\epsilon_\infty+1)(\epsilon_\infty+S+1)} .$$

Reducing $S$ at fixed $\epsilon_\infty$ lowers $C$. Reducing $\epsilon_\infty$ at fixed $S$ also lowers $\epsilon_0$, but it raises $C$, since both factors in the denominator shrink. The electrons of the solid screen the lattice charge, and less of that screening leaves more field outside. Both statements concern $|M_q|^2$ at fixed $\omega_S$, for a homogeneous half-space facing vacuum.

**Q:** And if the electron moves in some other layer and not in vacuum?

**A:** Suppose a non-polar medium of constant permittivity $\kappa$ fills $z>0$. The left side of the condition on $D_z$ becomes $\varepsilon_v\kappa qf$, so $\epsilon_\infty+1$ becomes $\epsilon_\infty+\kappa$ in $f$. The same replacement runs through $\omega_S$ and $M_q$, and the weight is

$$C_\kappa=\frac1{\epsilon_\infty+\kappa}-\frac1{\epsilon_0+\kappa} .$$

The added one is the permittivity of the electron's side. A thin layer, a nearby metal or mobile carriers make the screening depend on $q$ or on frequency, and then no single constant $\kappa$ describes it.

## Second half: several resonances and a measurable loss

**Q:** Before we go on, remind me what we are carrying over.

**A:** The solid fills $z<0$ and the electron, of charge $-e$, is in vacuum at height $z$. The permittivity is $\epsilon_\infty$ far above the lattice resonances and $\epsilon_0$ at zero frequency; $\varepsilon_v$ belongs to vacuum and $A$ is the area of the face. For one resonance of transverse frequency $\omega_T$, the surface phonon frequency $\omega_S$ obeys $\epsilon(\omega_S)=-1$, and

$$|M_q|^2=\frac{e^2\hbar\omega_S}{2\varepsilon_vAq}C,\qquad C=\frac1{\epsilon_\infty+1}-\frac1{\epsilon_0+1} .$$

The interaction is $\sum_qM_qe^{i\mathbf q\cdot\mathbf r-qz}(a_q+a^\dagger_{-q})$. Lattice displacements couple through the pattern $\nabla e^{i\mathbf q\cdot\mathbf r+qz}$, whose amplitude is $Q_q/\sqrt{Aq}$. A displacement amplitude $b$ produces the outside potential $\gamma b/[\varepsilon_v(\epsilon_\infty+1)]$ at the face, where $\gamma$ is the effective charge of the lattice.

**Q:** Real insulators such as silica have more than one strong infrared band. Does the result survive?

For a single polar resonance, this part has shown that $|M_q|^2/\hbar\omega_S$ is proportional to $C=1/(\epsilon_\infty+1)-1/(\epsilon_0+1)$, and $|M_q|^2$ itself only if $\omega_S$ is held fixed. It remains to treat insulators with several resonances, to check the result against the image energy, and to find the energy loss of a passing electron beam.
